# Steps and Divergences in Powder Spectra: The Static Second-Order Central Transition: a numerical check

```python
"""
Powder spectrum of the static central transition of a half-integer spin.

Result under test: with field direction n in the frame of the quadrupole
tensor d = (-1+eta, -1-eta, 2), the second-order shift is S*f(n), where
    S = nuQ^2 (I(I+1)-3/4) / (36 nuL),
    f = 9/4 p^2 - 3 q + sum(d^2)/2,  p = sum d n^2,  q = sum d^2 n^2.
Critical points of f lie on the axes and in the coordinate planes.
Extrema give steps 1/(2 sqrt|h1 h2|) and saddles give logarithms
-ln|f-f0|/(2 pi sqrt|h1 h2|) per point (h1, h2: Hessian eigenvalues).
Exceptions: eta = 0 (inverse square roots), eta = 1/3 (power -1/4).
nuQ: quadrupole frequency, nuL: Larmor frequency, both in MHz.
"""
import numpy as np
from scipy.special import gamma

rng = np.random.default_rng(7)


def tensor(eta):
    return np.array([-1 + eta, -1 - eta, 2.0])


def reduced_shift(n, eta):
    d = tensor(eta)
    u = n**2
    return 2.25 * (u @ d)**2 - 3 * (u @ d**2) + np.sum(d**2) / 2


def scale(spin, nu_q, nu_l):
    return nu_q**2 * (spin * (spin + 1) - 0.75) / (36 * nu_l)


def spin_matrices(spin):
    m = np.arange(spin, -spin - 1, -1)
    up = np.diag(np.sqrt(spin * (spin + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(up + up.T) / 2, (up - up.T) / 2j, np.diag(m)]


def diagonalized_shift(n, eta, spin, nu_q, nu_l):
    """Central-transition shift (MHz) from the full Hamiltonian."""
    ops = spin_matrices(spin)
    h = sum(-nu_l * a * op + nu_q / 6 * b * (op @ op)
            for a, b, op in zip(n, tensor(eta), ops))
    e = np.linalg.eigvalsh(h)
    k = len(e) // 2
    return e[k] - e[k - 1] - nu_l


def kind_of(h1, h2):
    if h1 * h2 < 0:
        return "saddle"
    return "minimum" if h1 > 0 else "maximum"


def critical_points(eta):
    """Derived list: name, multiplicity, n, f, h1, h2."""
    d = tensor(eta)
    found = []
    for i in range(3):
        j, k = [a for a in range(3) if a != i]
        n = np.zeros(3)
        n[i] = 1
        h = [3 * (d[a] - d[i]) * (d[i] - 2 * d[a]) for a in (j, k)]
        found.append(("xyz"[i] + " axis", 2, n,
                      (d[j] - d[k])**2 / 4, h[0], h[1]))
    for k in range(3):
        i, j = [a for a in range(3) if a != k]
        ui = (2 * d[i] - d[j]) / (3 * (d[i] - d[j]))
        if 0 < ui < 1:
            n = np.zeros(3)
            n[i], n[j] = np.sqrt(ui), np.sqrt(1 - ui)
            h_in = 2 * (2 * d[i] - d[j]) * (d[i] - 2 * d[j])
            h_out = -6 * (d[k] - d[i]) * (d[k] - d[j])
            found.append(("xyz"[i] + "xyz"[j] + " plane", 4, n,
                          2 * d[i] * d[j], h_in, h_out))
    return sorted(found, key=lambda row: row[3])


def numerical_census(eta, starts=3000):
    """Newton search on the sphere, tensor in a random frame."""
    rot = np.linalg.qr(rng.normal(size=(3, 3)))[0]
    D = rot @ np.diag(tensor(eta)) @ rot.T
    D2 = D @ D
    eye = np.eye(3)

    def derivatives(n):
        v = n @ D
        p = np.sum(n * v, axis=1)
        grad = 9 * p[:, None] * v - 6 * n @ D2
        hess = (18 * v[:, :, None] * v[:, None, :]
                + 9 * p[:, None, None] * D - 6 * D2)
        return p, grad, hess

    n = rng.normal(size=(starts, 3))
    n /= np.linalg.norm(n, axis=1)[:, None]
    mu = np.sum(n * derivatives(n)[1], axis=1)
    for _ in range(60):
        p, grad, hess = derivatives(n)
        res = np.zeros((starts, 4))
        res[:, :3] = grad - mu[:, None] * n
        res[:, 3] = (1 - np.sum(n**2, axis=1)) / 2
        jac = np.zeros((starts, 4, 4))
        jac[:, :3, :3] = hess - mu[:, None, None] * eye
        jac[:, :3, 3] = -n
        jac[:, 3, :3] = -n
        step = np.linalg.solve(jac, res[:, :, None])[:, :, 0]
        n = n - step[:, :3]
        mu = mu - step[:, 3]
    p, grad, hess = derivatives(n)
    err = np.max(np.abs(grad - mu[:, None] * n), axis=1)
    err = err + np.abs(np.sum(n**2, axis=1) - 1)
    points, rows = [], []
    for a in np.where(err < 1e-9)[0]:
        if any(np.linalg.norm(n[a] - b) < 1e-4 for b in points):
            continue
        points.append(n[a])
        proj = eye - np.outer(n[a], n[a])
        ev = np.linalg.eigvalsh(proj @ (hess[a] - mu[a] * eye) @ proj)
        ev = np.delete(ev, np.argmin(np.abs(ev)))
        f = 2.25 * p[a]**2 - 3 * n[a] @ D2 @ n[a] + np.trace(D2) / 2
        rows.append([f, ev[0], ev[1]])
    rows = np.array(rows)
    return rows[np.argsort(rows[:, 0])]


# Cumulative powder distribution: azimuth exactly, latitude by midpoints.
GRID = 600000
LAT = (np.arange(GRID) + 0.5) * (np.pi / 2) / GRID
COS = np.cos(LAT)
S2 = COS**2
WEIGHT = COS * (np.pi / 2) / GRID


def fraction_below(level, eta):
    """Fraction of the sphere on which f < level (eta > 0)."""
    p0 = 2 - 3 * S2
    a0 = (2.25 * p0**2 - 3 * (4 * (1 - S2) + S2 * (1 + eta**2))
          + 3 + eta**2)
    a1 = eta * S2 * (4.5 * p0 + 6)
    a2 = 2.25 * eta**2 * S2**2
    disc = a1**2 - 4 * a2 * (a0 - level)
    root = np.sqrt(np.maximum(disc, 0))
    high = np.clip(2 * (level - a0) / (a1 + root), -1, 1)
    low = np.clip(-(a1 + root) / (2 * a2), -1, 1)
    part = (np.arccos(low) - np.arccos(high)) / np.pi
    return np.sum(WEIGHT * np.where(disc > 0, part, 0))


def measured_jump(f0, eta, w=0.002):
    mid = fraction_below(f0, eta)

    def jump(x):
        return (fraction_below(f0 + x, eta) - 2 * mid
                + fraction_below(f0 - x, eta)) / x
    return 2 * jump(w) - jump(2 * w)


def window_density(f0, eta, w):
    return (fraction_below(f0 + w, eta)
            - fraction_below(f0 - w, eta)) / (2 * w)


def measured_log(f0, eta, w=0.001):
    return (window_density(f0, eta, w)
            - window_density(f0, eta, 2 * w)) / np.log(2)


# Shift formula against diagonalization; the remainder falls as nuL^-3.
directions = rng.normal(size=(40, 3))
directions /= np.linalg.norm(directions, axis=1)[:, None]
for spin in (1.5, 2.5):
    remainder = []
    for field in (100.0, 200.0):
        full = np.array([diagonalized_shift(n, 0.7, spin, 1.2, field)
                         for n in directions])
        second = scale(spin, 1.2, field) * reduced_shift(directions, 0.7)
        remainder.append(np.max(np.abs(full - second)))
        assert remainder[-1] < 0.01 * np.max(np.abs(second))
    ratio = remainder[0] / remainder[1]
    assert 7.5 < ratio < 8.5
    if spin == 1.5:
        ratio_32, remainder_32 = ratio, remainder[0]

# Number, values and Hessians of critical points; Euler count.
census_size = {}
for eta in (0.2, 0.3, 0.37, 0.7):
    numeric = numerical_census(eta)
    derived = []
    for _, mult, _, f, h1, h2 in critical_points(eta):
        derived += [[f, min(h1, h2), max(h1, h2)]] * mult
    derived = np.array(derived)
    assert numeric.shape == derived.shape
    assert np.allclose(numeric, derived, atol=1e-6)
    assert np.sum(np.sign(numeric[:, 1] * numeric[:, 2])) == 2
    census_size[eta] = len(numeric)

# Cumulative distribution against plain counting on a spiral grid.
count = 200000
z = 1 - (2 * np.arange(count) + 1) / count
az = np.pi * (3 - np.sqrt(5)) * np.arange(count)
r = np.sqrt(1 - z**2)
spiral = np.column_stack([r * np.cos(az), r * np.sin(az), z])
for eta in (0.2, 0.7):
    values = reduced_shift(spiral, eta)
    for level in (-3.5, -1.0, 0.3, 1.5):
        assert abs(np.mean(values < level)
                   - fraction_below(level, eta)) < 1e-3

# A regular frequency carries no step.
regular_jump = measured_jump(-4.0, 0.7)
assert abs(regular_jump) < 5e-4

# Worked example
SPIN, CQ, NUL = 1.5, 2.4, 100.0
NUQ = 3 * CQ / (2 * SPIN * (2 * SPIN - 1))
S = 1000 * scale(SPIN, NUQ, NUL)
print(f"spin I = {SPIN}, C_Q = {CQ} MHz, nu_L = {NUL} MHz")
print(f"nu_Q = {NUQ:.3f} MHz, scale S = {S:.4f} kHz")
print(f"largest remainder beyond 2nd order (eta 0.7, 40 directions)"
      f" = {1e6 * remainder_32:.2f} Hz")
print(f"remainder ratio on doubling nu_L = {ratio_32:.3f}")
for eta, size in census_size.items():
    print(f"critical points found at eta {eta}: {size}")
print("shifts from nu_L; strength = total step (1/kHz) or, for a")
print("saddle, total coefficient of -ln|nu-nu0| (1/kHz)")
for eta in (0.2, 0.7):
    print(f"eta = {eta}: site, number, type, theta/deg, phi/deg, f,")
    print("  2nd-order kHz, full kHz, strength formula, quadrature")
    for name, mult, n, f, h1, h2 in critical_points(eta):
        kind = kind_of(h1, h2)
        det = np.sqrt(abs(h1 * h2))
        if kind == "saddle":
            predicted = mult / (2 * np.pi * det)
            measured = measured_log(f, eta)
        else:
            sign = 1 if kind == "minimum" else -1
            predicted = sign * mult / (2 * det)
            measured = measured_jump(f, eta)
        assert abs(measured - predicted) < 0.02 * abs(predicted)
        full = 1000 * diagonalized_shift(n, eta, SPIN, NUQ, NUL)
        assert abs(full - S * f) < 0.05
        theta = np.degrees(np.arccos(n[2]))
        phi = np.degrees(np.arctan2(n[1], n[0]))
        print(f"{name:8s} {mult} {kind:7s} {theta:6.2f} {phi:6.2f}"
              f" {f:8.4f} {S * f:8.4f} {full:8.4f}"
              f" {predicted / S:8.5f} {measured / S:8.5f}")
    edges = [row[3] for row in critical_points(eta)]
    print(f"total width = {S * (edges[-1] - edges[0]):.4f} kHz"
          f" = {10 * S * (edges[-1] - edges[0]):.2f} ppm of nu_L"
          if NUL == 100.0 else "")

points = {row[0]: row[3] for row in critical_points(0.7)}
print("eta 0.7, mean density around the xz saddle:")
for half in (0.1, 0.01, 0.001):
    dens = window_density(points["xz plane"], 0.7, half / S) / S
    print(f"  half-window {half} kHz: {dens:.5f} 1/kHz")
f_z = points["z axis"]
print("eta 0.7, mean density just below and above the z-axis step:")
for width in (0.1, 0.01):
    w = width / S
    mid = fraction_below(f_z, 0.7)
    below = (mid - fraction_below(f_z - w, 0.7)) / (w * S)
    above = (fraction_below(f_z + w, 0.7) - mid) / (w * S)
    print(f"  width {width} kHz: {below:.5f}, {above:.5f} 1/kHz")
print(f"eta 0.7, step at regular f = -4: {regular_jump / S:.1e} 1/kHz")

# eta = 0: critical circles, g = A / sqrt(distance) inside each edge.
c = (np.arange(2000000) + 0.5) / 2000000
axial = reduced_shift(
    np.column_stack([np.sqrt(1 - c**2), 0 * c, c]), 0.0)
eps = 1e-3
a_low = (2 / 3) * np.sqrt(2 / 40)
a_high = 0.5 * np.sqrt(2 / 45)
n_low = np.mean(axial < -4 + eps) / (2 * np.sqrt(eps))
n_high = np.mean(axial > 2.25 - eps) / (2 * np.sqrt(eps))
assert abs(n_low / a_low - 1) < 0.01
assert abs(n_high / a_high - 1) < 0.01
w = 0.002


def axial_jump(x):
    return (np.mean(np.abs(axial - x / 2) < x / 2)
            - np.mean(np.abs(axial + x / 2) < x / 2)) / x


step_axial = 2 * axial_jump(w) - axial_jump(2 * w)
slope_at_pole = 2.25 * (36 - 20)
assert abs(step_axial * slope_at_pole + 1) < 0.03
print("eta 0, inverse-root amplitudes in f units, formula, counted:")
print(f"  f = -4: {a_low:.5f}, {n_low:.5f}")
print(f"  f = 9/4: {a_high:.5f}, {n_high:.5f}")
print(f"  step at f = 0: {-1 / slope_at_pole:.5f}, {step_axial:.5f}")

# eta = 1/3: f - 16/9 = x^4 - (80/3) z^2 near the y axis.
third, f0, eps = 1 / 3, 16 / 9, 1e-5
base = fraction_below(f0, third)
below_formula = (gamma(0.25)**2 / (4 * np.sqrt(np.pi))
                 / (np.pi * np.sqrt(80 / 3)))
above_formula = below_formula / np.sqrt(2)
print("eta 1/3, amplitude of |f-16/9|^(-1/4), formula, quadrature:")
for side, predicted in ((-1, below_formula), (1, above_formula)):
    mean = [(fraction_below(f0 + side * x, third) - base) / (side * x)
            for x in (eps, 16 * eps)]
    measured = 1.5 * (mean[0] - mean[1]) * eps**0.25
    assert abs(measured / predicted - 1) < 0.02
    label = "below" if side < 0 else "above"
    print(f"  {label}: {predicted:.5f}, {measured:.5f}")

print("tests ok")
```

Printed output:

```
spin I = 1.5, C_Q = 2.4 MHz, nu_L = 100.0 MHz
nu_Q = 1.200 MHz, scale S = 1.2000 kHz
largest remainder beyond 2nd order (eta 0.7, 40 directions) = 0.35 Hz
remainder ratio on doubling nu_L = 8.000
critical points found at eta 0.2: 14
critical points found at eta 0.3: 14
critical points found at eta 0.37: 18
critical points found at eta 0.7: 18
shifts from nu_L; strength = total step (1/kHz) or, for a
saddle, total coefficient of -ln|nu-nu0| (1/kHz)
eta = 0.2: site, number, type, theta/deg, phi/deg, f,
  2nd-order kHz, full kHz, strength formula, quadrature
yz plane 4 minimum  42.61  90.00  -4.8000  -5.7600  -5.7598  0.09504  0.09504
xz plane 4 saddle   40.89   0.00  -3.2000  -3.8400  -3.8399  0.03256  0.03256
z axis   2 maximum   0.00   0.00   0.0400   0.0480   0.0480 -0.02332 -0.02331
y axis   2 saddle   90.00  90.00   1.9600   2.3520   2.3520  0.05419  0.05417
x axis   2 maximum  90.00   0.00   2.5600   3.0720   3.0720 -0.09471 -0.09471
total width = 8.8320 kHz = 88.32 ppm of nu_L
eta = 0.7: site, number, type, theta/deg, phi/deg, f,
  2nd-order kHz, full kHz, strength formula, quadrature
yz plane 4 minimum  44.23  90.00  -6.8000  -8.1600  -8.1597  0.04833  0.04833
xz plane 4 saddle   37.87   0.00  -1.2000  -1.4400  -1.4400  0.02012  0.02013
z axis   2 maximum   0.00   0.00   0.4900   0.5880   0.5880 -0.02541 -0.02541
xy plane 4 saddle   90.00  59.22   1.0200   1.2240   1.2240  0.02843  0.02843
y axis   2 maximum  90.00  90.00   1.3225   1.5870   1.5870 -0.04874 -0.04874
x axis   2 maximum  90.00   0.00   3.4225   4.1070   4.1070 -0.04240 -0.04240
total width = 12.2670 kHz = 122.67 ppm of nu_L
eta 0.7, mean density around the xz saddle:
  half-window 0.1 kHz: 0.16889 1/kHz
  half-window 0.01 kHz: 0.21522 1/kHz
  half-window 0.001 kHz: 0.26156 1/kHz
eta 0.7, mean density just below and above the z-axis step:
  width 0.1 kHz: 0.12265, 0.10071 1/kHz
  width 0.01 kHz: 0.12399, 0.09892 1/kHz
eta 0.7, step at regular f = -4: -1.1e-08 1/kHz
eta 0, inverse-root amplitudes in f units, formula, counted:
  f = -4: 0.14907, 0.14907
  f = 9/4: 0.10541, 0.10541
  step at f = 0: -0.02778, -0.02738
eta 1/3, amplitude of |f-16/9|^(-1/4), formula, quadrature:
  below: 0.11429, 0.11442
  above: 0.08081, 0.08091
tests ok
```
